# Cube-root growth of intermetallic layers fed through coarsening grain boundaries

Two metals in contact at a moderate temperature can form an intermetallic compound between them. Suppose that one species crosses the compound and reacts at the far face. If it moves through the crystal lattice with constant diffusivity, the layer thickens as the square root of time. At lower temperatures, however, atoms may travel mainly along grain boundaries. If the compound's grains widen as the layer thickens, each square micrometre then contains less boundary. The atoms have farther to go and fewer paths to use.

The question is why these two changes together give a cube root, and how much the other contributions to growth alter it.

## The model and its driving force

Let $h$ be the layer thickness and $g$ the grain width. The premise is

$$g=\kappa h,\qquad \kappa=\text{constant}.$$

This is an assumption about the microstructure; diffusion alone does not imply it. Temperature is constant, and one species B is mobile. The compound contains $c$ atoms of B per unit volume, and the boundaries are given the same density. All formulas hold in atomic units or any other consistent units; $k_BT$ is an energy. Numerical lengths are in nm and energies in eV.

The driving force is the drop $\Delta\mu$ in the chemical potential of B across the layer. Let $\Delta G_f$ be the free energy of forming one formula unit A$_a$B$_b$ from the pure metals. For this compound between pure A and pure B, equilibrium at the A face requires

$$a\mu_A^0+b\mu_B=a\mu_A^0+b\mu_B^0+\Delta G_f .$$

Cancelling $a\mu_A^0$ and dividing by $b$ gives $\mu_B=\mu_B^0+\Delta G_f/b$. At the B face the potential is $\mu_B^0$, so

$$\Delta\mu=-\frac{\Delta G_f}{b}>0 .$$

The drop is the formation free energy released per mobile atom, and it does not depend on $h$. If another stable compound lies beside this one, the potential at that face changes and the drop is smaller; beside a metastable compound it is larger.

## First contribution: the longer path

Let $D_b$ be the tracer diffusivity in a boundary. Correlation between successive jumps is neglected here; for vacancy jumps it would raise the flux by a constant factor, about 2 on a square lattice, without changing the exponent. The flux per unit boundary area towards the A face is then

$$j_b=-\frac{cD_b}{k_BT}\frac{d\mu}{dx}.$$

When the layer stores little material, the flux is the same at every depth. Integrating across the layer gives

$$j_bh=\frac{c}{k_BT}\int_{\mu_A\,\mathrm{face}}^{\mu_B\,\mathrm{face}}D_b\,d\mu
=\frac{c\bar D_b\Delta\mu}{k_BT}.$$

The average $\bar D_b$ is taken over the potential drop. It allows $D_b$ to vary with composition without changing the dependence on $h$. From here on $D_b$ means this average. With $G=\Delta\mu/k_BT$,

$$j_b=\frac{cD_bG}{h}.$$

This is the first factor $1/h$: a fixed drop is spread over a longer path. Alone, it produces the parabola.

## Second contribution: fewer boundaries

Consider columnar grains whose cross-section is a polygon with an inscribed circle of diameter $g$. A boundary of width $\delta$ is shared by two grains, so each grain gives up a rim of width $\delta/2$. The remaining core has the same shape and an inscribed circle of diameter $g-\delta$. Areas scale as lengths squared, so the boundary share of the area is

$$f=1-\left(1-\frac{\delta}{g}\right)^2
=\frac{2\delta}{g}-\frac{\delta^2}{g^2}\simeq\frac{2\delta}{g}.$$

For a hexagon with $\delta/g=0.02$, counting points in the rim gives 0.0396. The linear formula gives 0.04, and the omitted square accounts for the difference. With $g=\kappa h$,

$$f=\frac{2\delta}{\kappa h}.$$

This is the second factor $1/h$. The boundaries themselves need not become slower; there are fewer of them per unit area.

## Putting the two together

The flux averaged over the whole face is $J=fj_b$. Each arriving atom creates a volume $1/c$ of compound, because the compound holds $c$ mobile atoms per unit volume. Therefore

$$\frac{dh}{dt}=\frac{J}{c}
=\frac{2\delta}{\kappa h}\,\frac{D_bG}{h}
=\frac{K}{h^2},\qquad
K=\frac{2\delta D_b\Delta\mu}{\kappa k_BT}.$$

Multiplying by $h^2\,dt$ and integrating from the starting thickness $h_0$ gives

$$\int_{h_0}^{h}h'^2dh'=K\int_0^t dt'
\quad\Longrightarrow\quad h^3=h_0^3+3Kt .$$

When $h^3\gg h_0^3$, this becomes $h=(3Kt)^{1/3}$.

To weigh the contributions separately, let $g\propto h^m$. Then $dh/dt\propto h^{-1-m}$, so $h^{2+m}\propto t$ at late times and

$$h\propto t^{1/(2+m)}.$$

Fixed grains, $m=0$, give the square root. Proportional grains, $m=1$, give the cube root. Direct integration for $m=0$, $1/2$ and $1$ gives exponents 0.500, 0.400 and 0.333.

## Must the layer control its grains?

Proportionality can also emerge when the grains coarsen by their own clock. Suppose $g^3=Bt$ at late times. Writing $C=2\delta D_bG=\kappa K$, the growth law before inserting $g=\kappa h$ is

$$h\frac{dh}{dt}=\frac{C}{g}=CB^{-1/3}t^{-1/3}.$$

Integrating and dropping the starting term gives

$$\frac{h^2}{2}=\frac{3}{2}CB^{-1/3}t^{2/3},
\qquad h^2=3CB^{-1/3}t^{2/3}.$$

Thus $h\propto t^{1/3}$. Dividing $g^2=B^{2/3}t^{2/3}$ by $h^2$ gives

$$\frac{g}{h}=\sqrt{\frac{B}{3C}} .$$

The ratio becomes constant although the thickness never governed the grains. With dimensionless values $B=0.75$ and $C=1$, the predicted ratio is 0.5. An integration started at $g/h=3$ reaches 0.5003, with exponent 0.3337. A measured cube root, or even a measured constant $g/h$, therefore does not show which process sets the grain size.

Another clock gives another law. For $g\propto t^p$ with $p<1$, the same integration gives $h^2\propto t^{1-p}$, hence $h\propto t^{(1-p)/2}$.

## Contribution of the grain pattern

Real boundaries need not run straight through the layer. What matters for the exponent is that the whole pattern scales with $h$, while $\delta$ stays fixed.

A two-dimensional pattern shows this. Take $n$ storeys of grains of width and height $g$, shifted sideways by $g/2$ from one storey to the next. Set the boundary width, the diffusivity and the flux per unit length of face to one, and let the grains be nearly impermeable. A current $g$ then flows per period:

- The vertical boundaries contribute a drop $g\times g$ per storey.
- Between storeys the current splits in two and travels $g/2$, contributing $(g/2)(g/2)=g^2/4$.
- At the reaction face the current spreads and is consumed uniformly. At distance $x$ from the boundary mouth, $g/2-x$ remains, which gives a drop $\int_0^{g/2}(g/2-x)\,dx=g^2/8$.

The largest drop is

$$R=g^2\left(n+\frac{n-1}{4}+\frac18\right).$$

For $g=20$ and $n=2$ this is $400\times2.375=950$, and solving the full network also gives 950. Doubling both height and grain width multiplies the drop by 4.00. Doubling the height at fixed grain width multiplies it by 2.05. The first case is the resistance $h^2$ behind the cube root; the second is close to the resistance $h$ behind the parabola.

Grain width may also vary with depth. Suppose columns widen from the source side and are then frozen, with local width $\kappa z$ at depth $z$. If flux can redistribute freely between slices, their resistances add:

$$\frac{G}{dh/dt}=\int_0^h\frac{\kappa z}{2\delta D_b}\,dz
=\frac{\kappa h^2}{4\delta D_b}.$$

Hence $dh/dt=2K/h^2$ and $h^3=6Kt$ from zero thickness. The exponent survives, but the thickness at fixed time is larger by a factor $2^{1/3}=1.26$, because the older part of the layer keeps its finer grains.

## A worked layer

Consider round parameters in the rough regime of the copper–tin compound under plated tin:

- $T=423$ K, so $k_BT=0.03645$ eV.
- $\Delta\mu=0.10$ eV, so $G=2.743$.
- $\delta=0.5$ nm and $\kappa=0.5$.
- $D_b=10^{11}\exp(-0.70\,\mathrm{eV}/k_BT)=457$ nm²/s.

The growth constant is

$$K=\frac{2(0.5)(457.03)(2.7434)}{0.5}=2508\ \mathrm{nm^3/s}.$$

After 100 h, or $3.6\times10^5$ s, growth from negligible thickness gives

$$h=\left[3(2508)(3.6\times10^5)\right]^{1/3}\mathrm{nm}
=1394\ \mathrm{nm}=1.39\ \mu\mathrm{m}.$$

The grain width is 697 nm. Between 1 h and 1000 h the thickness rises tenfold, from 300 to 3003 nm. The gradient falls tenfold, from $3.33\times10^{-4}$ to $3.33\times10^{-5}$ eV/nm. The boundary share also falls tenfold, from 0.67% to 0.067%. Their product explains the hundredfold fall in growth rate, from $2.78\times10^{-2}$ to $2.78\times10^{-4}$ nm/s.

The choice of law matters for extrapolation. A parabola through the origin and the 100 h point predicts 4408 nm at 1000 h, which is 47% above the cube-root value.

## Weighing the neglected contributions

**Starting thickness.** For small $h_0$, expanding the cube root gives a relative increase $h_0^3/(3h^3)$, with $h$ the thickness grown from zero. A 100 nm start adds 0.012% at 100 h. A 1000 nm start would matter: $(1000^3+1394^3)^{1/3}=1548$ nm, an increase of 11%.

**Lattice transport.** For straight columns the lattice conducts in parallel with the boundaries. Replacing $2\delta D_b/g$ by $D_l+2\delta D_b/g$, where the lattice area share is nearly one, gives

$$\frac{dh}{dt}=\frac{K}{h^2}\left(1+\frac{h}{h_*}\right),
\qquad h_*=\frac{2\delta D_b}{\kappa D_l}.$$

For $h\ll h_*$, growth from zero obeys

$$3Kt=3\int_0^h\frac{h'^2\,dh'}{1+h'/h_*}
\simeq h^3\left(1-\frac{3h}{4h_*}\right),$$

so $h$ rises by the fraction $h/(4h_*)$. For $h\gg h_*$, the rate tends to $K/(hh_*)$ and the parabola returns.

With $D_l=10^{13}\exp(-1.20\,\mathrm{eV}/k_BT)=0.0504$ nm²/s, $h_*$ is about 18 µm. The increase at 100 h is 1.9%. At 473 K the crossover drops to about 4.3 µm, because the lattice has the larger activation energy.

**Spreading at the reaction face.** Atoms emerging from a boundary must reach the middle of the grain. Treat the face as a disc of radius $g/2$, fed at its rim and consuming atoms uniformly. The current crossing radius $r$ inwards is $J\pi r^2$. It flows through an interface of width $\delta$ and diffusivity $D_i$, so

$$2\pi r\,\delta\,\frac{cD_i}{k_BT}\frac{d\mu}{dr}=J\pi r^2,
\qquad
\Delta\mu_{\rm spread}=\frac{Jk_BT\,g^2}{16c\delta D_i}.$$

The column itself needs $\Delta\mu_{\rm column}=Jk_BThg/(2c\delta D_b)$. The ratio is

$$\frac{\Delta\mu_{\rm spread}}{\Delta\mu_{\rm column}}
=\frac{gD_b}{8hD_i}=\frac{\kappa D_b}{8D_i}.$$

It does not depend on thickness. Spreading therefore lowers the prefactor and leaves the exponent unchanged. Counting the full drop to the disc centre as lost, with $D_i=D_b$, lowers $h$ by 2.0%. This assumes that atoms enter the boundaries freely at the source face; if they had to be gathered evenly along a similar interface there, the reduction would be nearly 4%. A much slower interface would matter more.

**Interface reaction.** Let the reaction consume part of the drive according to $dh/dt=kG_i$, where $G_i$ is the potential loss at the face divided by $k_BT$. The layer consumes the rest, $G-G_i$. If $D_b$ does not vary with composition, $K$ is proportional to the drive, and the layer's growth law becomes $dh/dt=(K/h^2)(G-G_i)/G$, so $G-G_i=(Gh^2/K)\,dh/dt$, while $G_i=(1/k)\,dh/dt$. Adding the two losses and dividing by $G$ gives

$$\left(\frac{h^2}{K}+\frac{1}{kG}\right)\frac{dh}{dt}=1,
\qquad
\frac{h^3}{3K}+\frac{h}{kG}=t .$$

The second equation is for zero starting thickness. Thin layers grow linearly and thick ones approach the cube root. The two resistances are equal at $h=\sqrt{K/(kG)}$, which is 135 nm for an assumed $k=0.05$ nm/s. There $G_i=G/2=1.37$, so the linear law is only a rough guide; a saturating rate $k(1-e^{-G_i})$ gives equal losses at 183 nm. At 100 h this reaction lowers $h$ by 0.9%. If $D_b$ varied across the layer as $e^{\mu/k_BT}$ or $e^{-\mu/k_BT}$, with the same average over the full drop, the reduction would be 0.3% or 2.4%.

**Storage in the layer.** Let the compound's composition range correspond to a fraction $\varepsilon$ of its mobile-atom density, with grains in local equilibrium with their boundaries. Let $u$ fall from 1 at the source face to 0 at the growing face, and let the chemical diffusivity $\tilde D$ be independent of depth. Matching the steady flux requires $\varepsilon\tilde D/h=K/h^2$, so $\tilde D=K/(\varepsilon h)$. With $\tau=\int\tilde D\,dt$,

$$\frac{\partial u}{\partial\tau}=\frac{\partial^2u}{\partial x^2},
\qquad
\frac{dh}{d\tau}=-\varepsilon\left.\frac{\partial u}{\partial x}\right|_{h}.$$

The similarity solution is $u=1-\mathrm{erf}(x/2\sqrt\tau)/\mathrm{erf}\,\lambda$ with $h=2\lambda\sqrt\tau$. Inserting it in the front condition gives

$$\sqrt\pi\,\lambda e^{\lambda^2}\mathrm{erf}\,\lambda=\varepsilon .$$

Since $h\,dh/d\tau=2\lambda^2$, returning to ordinary time gives $h^2dh/dt=K(2\lambda^2/\varepsilon)$. The cube law again survives. Expanding the front condition for small $\lambda$ gives $2\lambda^2(1+2\lambda^2/3)\simeq\varepsilon$, hence $2\lambda^2/\varepsilon\simeq1-\varepsilon/3$.

For $\varepsilon=0.01$, $K$ falls by 0.33%. At the much wider range $\varepsilon=0.3$, a numerical solution of the diffusion equation gives $2\lambda^2=0.2736$, in agreement with the similarity value.

**Several effects together.** With the 100 nm start, lattice transport, spreading and reaction all included, the thickness at 100 h is 1378 nm, 1.1% below the ideal law. This small total partly reflects cancellation. The local exponent $d\ln h/d\ln t$ is 0.345, since both lattice transport and the fading reaction resistance raise it. At 1 h the thickness is 12% below the ideal value and the exponent is 0.377, so early data would not show a clean cube root. These early values depend on the linear reaction law, which is a near-equilibrium form for $G_i\ll1$, whereas $G_i$ is still 0.55 at 1 h. A saturating rate $k(1-e^{-G_i})$ would put the thickness 22% below the ideal value at 1 h, but would change the 100 h thickness by only about 0.2%. At 1000 h the thickness is 1.5% above the ideal value.

## Temperature and the real case

At fixed time, with $\kappa$ and $\Delta\mu$ independent of temperature, $h^3\propto D_b/(k_BT)$. Writing $\beta=1/k_BT$ and $D_b\propto e^{-Q_b\beta}$,

$$-\frac{d\ln h}{d\beta}
=-\frac13\frac{d}{d\beta}\left(\ln\beta-Q_b\beta\right)
=\frac{Q_b-k_BT}{3}.$$

For the ideal cube law this is 0.221 eV here, although the boundary barrier is 0.70 eV. Including lattice transport raises it to 0.235 eV at 100 h. An Arrhenius plot of thickness must therefore be interpreted with the growth law in mind.

Copper–tin layers a few micrometres thick after roughly a thousand hours near 423 K are a reasonable order of magnitude. The model's 3.0 µm lies in that range, but its diffusivities are chosen values, so this is no confirmation of the mechanism. Solid-state growth of these layers at such temperatures is usually reported as close to parabolic, the cube root being reported mostly under molten solder, and both copper and tin move in the compound. The worked layer illustrates the model rather than describing plated tin. Real joints can also form a second copper–tin compound next to the copper, which changes $\Delta\mu$ and consumes part of the first layer; the model does not size that effect.

The premise of continued grain growth can also fail. Suppose the grains stop widening at 100 h, when $h=h_1$ and $t=t_1$. Thereafter $h\,dh/dt=K/h_1$. Using $Kt_1=h_1^3/3$, the thickness at $10t_1$ follows from

$$h^2=h_1^2+\frac{2K(9t_1)}{h_1}=h_1^2+6h_1^2=7h_1^2 .$$

This gives $h=\sqrt7\times1394=3688$ nm at 1000 h, 23% more than with continued widening. Within this model, a cube-root forecast thus needs a grain width that keeps pace with the thickness, boundary transport that dominates lattice transport, and an interface reaction that takes little of the drive. Measuring $g$ as well as $h$ at several times checks the first condition over the period measured; a single pair of values does not.

## Table of computed values

```
temperature 423 K, k_B T 0.03645 eV
boundary width 0.5 nm, grain/thickness ratio 0.5
potential drop 0.10 eV, drop/k_B T 2.7434
boundary prefactor 1.0e+11 nm^2/s, energy 0.70 eV
lattice prefactor 1.0e+13 nm^2/s, energy 1.20 eV
D boundary 457.03 nm^2/s, D lattice 0.05044 nm^2/s
cube-law constant K 2507.6 nm^3/s
time h | h nm | g nm | area share | eV/nm | rate nm/s
1 | 300.3 | 150.2 | 6.660e-03 | 3.330e-04 | 2.781e-02
10 | 647.0 | 323.5 | 3.091e-03 | 1.546e-04 | 5.991e-03
100 | 1393.9 | 696.9 | 1.435e-03 | 7.174e-05 | 1.291e-03
1000 | 3003.0 | 1501.5 | 6.660e-04 | 3.330e-05 | 2.781e-04
main result at 100 h: 1393.9 nm = 1.394 um
parabola fixed at 100 h, at 1000 h: 4407.9 nm
hexagon, width/grain 0.02: counted share 0.03960
network drop, grain 20, height 40 cells: 950.00
all lengths doubled: drop times 4.0000
only height doubled: drop times 2.0526
g as h^0.0: integrated time exponent 0.50000
g as h^0.5: integrated time exponent 0.40000
g as h^1.0: integrated time exponent 0.33333
own clock (B=0.75, C=1.0): g/h 0.5003
own clock: time exponent 0.3337
frozen columns: time to 1393.9 nm 50.02 h
frozen columns: thickness at 100 h 1756.2 nm
storage test, range 0.3: PDE h^2 dh/dt 0.27363
storage test: similarity value 0.27362
assumed range 0.01: K shift -0.332 %
assumed start 100 nm, reaction k 0.05 nm/s
start, 100 h: h shift +0.012 %, exponent 0.3332
lattice, 100 h: h shift +1.915 %, exponent 0.3396
spreading (D_i = D_b), 100 h: h shift -2.001 %, exponent 0.3333
reaction, 100 h: h shift -0.941 %, exponent 0.3397
all four, 1 h: 263.3 nm, -12.34 %, exponent 0.3772
all four, 100 h: 1377.9 nm, -1.14 %, exponent 0.3445
all four, 1000 h: 3047.4 nm, +1.48 %, exponent 0.3465
lattice crossover at 423 K: 18122 nm
lattice crossover at 473 K: 4251 nm
reaction crossover thickness 135.2 nm
late lattice exponent 0.4983, early reaction 0.9992
apparent activation energy of thickness 0.2212 eV
drop per 0.3 nm jump / k_B T at 100 h: 5.90e-04
```
